# Wagner's parabolic oxidation law and the Cabrera–Mott thin-film law: test program

```python
"""Oxide growth: Wagner's parabolic law and the Cabrera-Mott thin-film law.

Wagner: L dL/dt = kp,
  kp = Omega kT/(4 z e^2) * integral of s_ion s_el/(s_ion+s_el) d ln p.
Cabrera-Mott: dL/dt = u exp(L1/L), L1 = z e a V/kT,
  u = Omega n_s nu exp(-W/kT), integrated: u t = L1 E2(x)/x, x = L1/L.
L thickness, Omega volume per formula unit MO_(z/2), z cation valence,
p oxygen pressure, s_ion and s_el conductivities, V potential drop,
a half hop length, W entry barrier, U barrier inside the film,
n_s areal density of entry sites, nu attempt frequency.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expn

e, kB, eps0 = const.e, const.k, const.epsilon_0


def show(label, value, unit="", fmt=".4g"):
    print(f"{label} = {value:{fmt}} {unit}".rstrip())


# --- Three mobile carriers, raw fluxes, units kT = e = 1 -----------------
zc = 3
s_M = lambda s: 0.3 * np.exp(0.10 * s)
s_O = lambda s: 0.2 * np.exp(-0.05 * s)
s_E = lambda s: 0.5 * np.exp(0.15 * s) + 0.1 * np.exp(-0.2 * s)


def current_and_growth(s, grad_lnp, grad_eta):
    """Current and growth flux from the gradients of ln p and eta_e."""
    grad_muO = grad_lnp / 2
    grad_muM = -(zc / 2) * grad_muO
    jM = -s_M(s) / zc**2 * (grad_muM - zc * grad_eta)
    jO = -s_O(s) / 4 * (grad_muO + 2 * grad_eta)
    jE = -s_E(s) * grad_eta
    return np.array([zc * jM - 2 * jO - jE, jM - 2 / zc * jO])


def march(s, y):
    """Position and eta_e as functions of ln p, at unit growth flux."""
    matrix = np.column_stack([current_and_growth(s, 1, 0),
                              current_and_growth(s, 0, 1)])
    grad_lnp, grad_eta = np.linalg.solve(matrix, [0.0, 1.0])
    return [1 / grad_lnp, grad_eta / grad_lnp]


raw = solve_ivp(march, (-6, 0), [0, 0], rtol=1e-10, atol=1e-12).y[:, -1]
ion = lambda s: s_M(s) + s_O(s)
amb = lambda s: ion(s) * s_E(s) / (ion(s) + s_E(s))
length_formula = quad(amb, -6, 0)[0] / (4 * zc)
eta_formula = -quad(lambda s: ion(s) / (ion(s) + s_E(s)), -6, 0)[0] / 4
assert abs(raw[0] / length_formula - 1) < 1e-7
assert abs(raw[1] / eta_formula - 1) < 1e-7

# --- Poisson-Nernst-Planck film: vacancies (-z) and holes (+1) -----------
# Unit thickness, unit outer vacancy density, potential in kT/e.
zp, Dv1, Dh1, v_in = 2, 1.0, 3.0, 0.3


def solve_pnp(screen2, mesh, guess, flux_guess):
    def rhs(x, y, par):
        v, h, field = y
        return np.vstack([par[0] / Dv1 - zp * v * field,
                          zp * par[0] / Dh1 + h * field,
                          (h - zp * v) / screen2])

    def ends(left, right, par):
        return np.array([left[0] - v_in, right[0] - 1,
                         left[1] - zp * v_in, right[1] - zp])
    sol = solve_bvp(rhs, ends, mesh, guess, p=[flux_guess],
                    tol=1e-6, max_nodes=20000)
    assert sol.success
    return sol


mesh = np.linspace(0, 1, 201)
v_line = v_in + (1 - v_in) * mesh
guess = np.vstack([v_line, zp * v_line, 0.5 + 0 * mesh])
flux, pnp = 1.0, {}
for screen2 in (10.0, 1.0, 0.1, 1e-2, 1e-3, 1e-4):
    sol = solve_pnp(screen2, mesh, guess, flux)
    mesh, guess, flux = sol.x, sol.y, sol.p[0]
    pnp[screen2] = flux
D_amb1 = (1 + zp) * Dv1 * Dh1 / (zp * Dv1 + Dh1)
neutral_flux = D_amb1 * (1 - v_in)
err_thick = pnp[1e-4] / neutral_flux - 1
err_thin = pnp[10.0] / neutral_flux - 1
field_mid = sol.sol(0.5)[2]
field_formula = ((Dh1 - Dv1) / (Dh1 + zp * Dv1)
                 * (1 - v_in) / (0.5 * (1 + v_in)))
assert abs(err_thick) < 2e-3      # neutrality is exact only for zero screening
assert abs(err_thin) > 1e-2       # neutrality must fail in a thin film
assert abs(field_mid / field_formula - 1) < 1e-2

# --- Moving boundary: is the quasi-steady profile good enough? -----------
# Unit diffusion coefficient; w = vacancy site fraction, 0 inside, w_out outside.
w_out, nodes = 0.01, 41
grid = np.linspace(0, 1, nodes)
du = grid[1]


def moving_film(t, y):
    w = np.concatenate([[0], y[:-1], [w_out]])
    thick = y[-1]
    edge = (3 * w[-1] - 4 * w[-2] + w[-3]) / (2 * du)
    speed = edge / thick / (1 - w_out)
    second = (w[2:] - 2 * w[1:-1] + w[:-2]) / du**2
    first = (w[2:] - w[:-2]) / (2 * du)
    rate = second / thick**2 + grid[1:-1] * speed / thick * first
    return np.append(rate, speed)


film = solve_ivp(moving_film, (0, 5000), np.append(w_out * grid[1:-1], 1.0),
                 method="BDF", t_eval=[2500, 5000], rtol=1e-8, atol=1e-11)
assert film.success
kp_moving = (film.y[-1, 1]**2 - film.y[-1, 0]**2) / (2 * 2500)
err_quasi = kp_moving / w_out - 1
assert abs(err_quasi) < w_out     # expected error: order of the site fraction

# --- Worked example, thick scale -----------------------------------------
z, T, Omega, eps_r = 2, 1300.0, 2.0e-29, 10.0
Dv, Dh, frac1 = 1e-11, 1e-9, 1e-3
p_in, p_out = 1e-10, 0.2
kT = kB * T
c1 = frac1 / Omega
lnK = np.log(frac1) + z * np.log(z * frac1)


def vacancy_density(lnp):
    """Solve mass action with neutrality for the vacancy density."""
    balance = lambda q: q + z * (np.log(z) + q) - lnK - z / 4 * lnp
    return np.exp(brentq(balance, -60, 10, xtol=1e-13)) / Omega


sig_ion = lambda lnp: z**2 * e**2 * vacancy_density(lnp) * Dv / kT
sig_el = lambda lnp: e**2 * z * vacancy_density(lnp) * Dh / kT
sig_amb = lambda lnp: 1 / (1 / sig_ion(lnp) + 1 / sig_el(lnp))
a_in, a_out = np.log(p_in), np.log(p_out)
integral = quad(sig_amb, a_in, a_out, epsabs=0, epsrel=1e-9)[0]
kp = Omega * kT / (4 * z * e**2) * integral
c_in, c_out = vacancy_density(a_in), vacancy_density(a_out)
D_amb = (1 + z) * Dv * Dh / (z * Dv + Dh)
assert abs(kp / (Omega * D_amb * (c_out - c_in)) - 1) < 1e-7
power = np.log(c_out / c_in) / (a_out - a_in)
assert abs(power - z / (4 * (z + 1))) < 1e-9
debye = lambda c: np.sqrt(eps_r * eps0 * kT / (e**2 * (z**2 + z) * c))
assert debye(c_in) < 1e-2 * np.sqrt(2 * kp * 3600)

# --- Worked example, thin film: hopping chain ----------------------------
Tc, V, W, U = 300.0, 1.0, 1.3, 0.7
a, n_s, nu = 1.25e-10, 1e19, 1e13
kTc = kB * Tc / e                  # eV
L1 = z * a * V / kTc
u = Omega * n_s * nu * np.exp(-W / kTc)


def chain(hops, inner):
    """Thickness, growth rate and layer densities from the rate equations."""
    thick = 2 * a * hops
    drop = z * V * a / thick
    enter = nu * np.exp(-(W - drop) / kTc)
    fwd = nu * np.exp(-(inner - drop) / kTc)
    back = nu * np.exp(-(inner + drop) / kTc)
    sites = hops - 1
    band = np.zeros((3, sites))
    band[0, 1:] = -back
    band[1] = fwd + back
    band[2, :-1] = -fwd
    source = np.zeros(sites)
    source[0] = enter * n_s
    density = solve_banded((1, 1), band, source)
    return thick, Omega * fwd * density[-1], density


def sinh_rate(thick):
    return 2 * u * np.sinh(L1 / thick) / (1 - np.exp(-z * V / kTc))


for hops in (3, 4, 8, 40, 2000):
    thick, rate, density = chain(hops, U)
    assert abs(rate / sinh_rate(thick) - 1) < 1e-7
    assert abs(chain(hops, 0.9)[1] / rate - 1) < 1e-7
thin_L, thin_rate, thin_density = chain(4, U)
assert abs(thin_rate / (u * np.exp(L1 / thin_L)) - 1) < 1e-6
k_chain = thick * rate             # last chain is thick: L dL/dt
k_fixedV = 2 * u * L1 / (1 - np.exp(-z * V / kTc))
assert abs(k_chain / k_fixedV - 1) < 1e-3

# --- Integrated thin-film law --------------------------------------------


def film_thickness(t):
    target = np.log(u * t / L1)
    return L1 / brentq(lambda x: np.log(expn(2, x) / x) - target,
                       1e-3, 300, xtol=1e-13, rtol=1e-13)


def growth_time(thick):
    """Time from zero thickness, reverse jumps included."""
    slow = lambda y: np.exp(-1 / y) / (1 - np.exp(-2 / y))
    return L1 / u * quad(slow, 0, thick / L1, epsabs=0, epsrel=1e-10,
                         limit=200)[0]


times = [1.0, 1e3, 1e5, 1e7]
thicknesses = [film_thickness(t) for t in times]
slopes, exponents = [], []
for t, thick in zip(times, thicknesses):
    x = L1 / thick
    assert abs(growth_time(thick) / t - 1) < 1e-3   # reverse jumps: exp(-2x)
    h = 1e-3
    up, down = film_thickness(t * np.exp(h)), film_thickness(t * np.exp(-h))
    slope = -L1 * (1 / up - 1 / down) / (2 * h)
    exponent = np.log(up / down) / (2 * h)
    assert abs(slope - x * np.exp(x) * expn(2, x)) < 1e-5
    assert abs(exponent - np.exp(x) * expn(2, x)) < 1e-5
    assert abs(slope - (1 - 2 / x + 6 / x**2)) < 24 / x**3
    slopes.append(slope)
    exponents.append(exponent)
L1_apparent = np.log(times[2] / times[0]) / (1 / thicknesses[0]
                                             - 1 / thicknesses[2])
assert L1_apparent > L1
assert z * V * a / thicknesses[0] < U   # barriers survive the field

# Space charge of the hopping cations, bounded by the densest layer
layer_max = n_s * np.exp(-(W - U) / kTc)
assert thin_density.max() <= layer_max * (1 + 1e-8)
assert density.max() <= layer_max * (1 + 1e-8)
rho = z * e * layer_max / (2 * a)
bend_L1 = rho * L1**2 / (2 * eps_r * eps0)
L_space = np.sqrt(2 * eps_r * eps0 * V / rho)
surface_charge = eps_r * eps0 * V / (thicknesses[0] * e)

print("CHECKS")
show("flux error of neutral formula, thick film", err_thick, "", ".2e")
show("flux error of neutral formula, thin film", err_thin, "", ".2e")
show("moving boundary: site fraction", w_out)
show("moving boundary: kp deviation", err_quasi, "", ".2e")
print("THICK SCALE")
print(f"z = {z}, T = {T:.0f} K, Omega = {Omega:.1e} m^3, eps_r = {eps_r:.0f}")
print(f"Dv = {Dv:.0e} m^2/s, Dh = {Dh:.0e} m^2/s")
print(f"p_in = {p_in:.0e} bar, p_out = {p_out} bar")
show("vacancy site fraction at 1 bar", frac1)
show("vacancy site fraction, outer", c_out * Omega)
show("vacancy site fraction, inner", c_in * Omega)
show("pressure exponent", power)
show("ionic conductivity, outer", sig_ion(a_out), "S/m")
show("electronic conductivity, outer", sig_el(a_out), "S/m")
show("ambipolar conductivity, outer", sig_amb(a_out), "S/m")
show("electronic transference number",
     sig_el(a_out) / (sig_el(a_out) + sig_ion(a_out)))
show("integral of ambipolar conductivity", integral, "S/m")
show("ambipolar diffusion coefficient", D_amb, "m^2/s")
show("kp", kp, "m^2/s")
show("kp", kp * 1e4, "cm^2/s")
show("Debye length, outer", debye(c_out) * 1e9, "nm", ".3g")
show("Debye length, inner", debye(c_in) * 1e9, "nm", ".3g")
for hours in (1, 10, 100):
    show(f"L after {hours} h", np.sqrt(2 * kp * hours * 3600) * 1e6, "um")
print("THIN FILM")
print(f"T = {Tc:.0f} K, V = {V} V, W = {W} eV, U = {U} eV")
print(f"a = {a*1e9} nm, n_s = {n_s:.0e} m^-2, nu = {nu:.0e} s^-1")
show("kT", kTc, "eV")
show("L1", L1 * 1e9, "nm")
show("u", u, "m/s")
for t, thick, slope, exponent in zip(times, thicknesses, slopes, exponents):
    print(f"t = {t:.0e} s: L = {thick*1e9:.4f} nm, x = {L1/thick:.3f}, "
          f"slope = {slope:.4f}, exponent = {exponent:.4f}")
show("field at 1 s", V / thicknesses[0] * 1e-9, "V/nm")
show("surface charge number at 1 s", surface_charge, "m^-2")
show("apparent L1 from 1 s and 1e5 s", L1_apparent * 1e9, "nm")
show("time to reach L = L1", growth_time(L1), "s")
show("time to reach L = L1", growth_time(L1) / const.Julian_year, "years")
show("fixed-V parabolic constant", k_fixedV, "m^2/s")
show("space-charge potential at L = L1", bend_L1, "V")
show("L where space charge matters", L_space * 1e6, "um")
print("all good")
```

Running it gives:

```
CHECKS
flux error of neutral formula, thick film = 1.82e-05
flux error of neutral formula, thin film = 2.93e-02
moving boundary: site fraction = 0.01
moving boundary: kp deviation = 6.72e-03
THICK SCALE
z = 2, T = 1300 K, Omega = 2.0e-29 m^3, eps_r = 10
Dv = 1e-11 m^2/s, Dh = 1e-09 m^2/s
p_in = 1e-10 bar, p_out = 0.2 bar
vacancy site fraction at 1 bar = 0.001
vacancy site fraction, outer = 0.0007647
vacancy site fraction, inner = 2.154e-05
pressure exponent = 0.1667
ionic conductivity, outer = 0.002187 S/m
electronic conductivity, outer = 0.1094 S/m
ambipolar conductivity, outer = 0.002145 S/m
electronic transference number = 0.9804
integral of ambipolar conductivity = 0.0125 S/m
ambipolar diffusion coefficient = 2.941e-11 m^2/s
kp = 2.186e-14 m^2/s
kp = 2.186e-10 cm^2/s
Debye length, outer = 0.519 nm
Debye length, inner = 3.09 nm
L after 1 h = 12.55 um
L after 10 h = 39.67 um
L after 100 h = 125.5 um
THIN FILM
T = 300 K, V = 1.0 V, W = 1.3 eV, U = 0.7 eV
a = 0.125 nm, n_s = 1e+19 m^-2, nu = 1e+13 s^-1
kT = 0.02585 eV
L1 = 9.67 nm
u = 2.897e-19 m/s
t = 1e+00 s: L = 0.5280 nm, x = 18.316, slope = 0.9056, exponent = 0.0494
t = 1e+03 s: L = 0.7939 nm, x = 12.181, slope = 0.8667, exponent = 0.0712
t = 1e+05 s: L = 1.1667 nm, x = 8.289, slope = 0.8191, exponent = 0.0988
t = 1e+07 s: L = 2.0572 nm, x = 4.701, slope = 0.7284, exponent = 0.1550
field at 1 s = 1.894 V/nm
surface charge number at 1 s = 1.047e+18 m^-2
apparent L1 from 1 s and 1e5 s = 11.1 nm
time to reach L = L1 = 5.349e+09 s
time to reach L = L1 = 169.5 years
fixed-V parabolic constant = 5.604e-27 m^2/s
space-charge potential at L = L1 = 5.636e-07 V
L where space charge matters = 12.88 um
all good
```
